# Hückel orbitals and electron filling of the cyclopentadienyl ring

**Q.** Chemists treat cyclopentadienyl, C₅H₅, as a ligand that "wants" six π electrons. The neutral ring has five. Before I accept that one more electron makes a qualitative difference, tell me what is being calculated.

**A.** Take a planar, regular pentagon of carbon atoms. Each carbon has four valence electrons. Three serve the σ bonds to two carbon neighbours and one hydrogen; the fourth occupies a p orbital perpendicular to the plane. The neutral radical therefore has five π electrons, the anion six and the cation four.

The Hückel model keeps the five p orbitals $\chi_j$, with $j=0,\dots,4$ counted modulo 5, and treats them as orthonormal. Each has energy $\alpha$, neighbours are coupled by $\beta$, and all other couplings are dropped. Repulsion between electrons is left out. For an orbital $\psi=\sum_j c_j\chi_j$, projecting $H\psi=E\psi$ onto $\chi_j$ gives

$$\alpha c_j+\beta(c_{j-1}+c_{j+1})=Ec_j .$$

The sign of $\beta$ is fixed by bonding. For two neighbours alone, the in-phase combination $(\chi_0+\chi_1)/\sqrt2$ has energy $\alpha+\beta$. It is the bonding combination and must lie below $\alpha$, so $\beta<0$.

**Q.** That is a five-by-five eigenvalue problem. Must I expand a determinant?

**A.** The symmetry makes it unnecessary. The equation has the same form at every site, so we look for solutions in which one step around the ring multiplies the coefficient by a fixed phase. Let $\theta=2\pi/5$ and try

$$c_j^{(k)}=\frac{1}{\sqrt5}\,e^{ik\theta j}.$$

Sites $j$ and $j+5$ are the same atom, so $e^{5ik\theta}=e^{2\pi ik}=1$, and $k$ must be an integer. Adding 5 to $k$ changes no coefficient, which leaves five different choices: $k=0,\pm1,\pm2$. Substitution gives

$$\alpha c_j^{(k)}+\beta\left(e^{-ik\theta}+e^{ik\theta}\right)c_j^{(k)}=E_kc_j^{(k)},$$

and hence

$$E_k=\alpha+2\beta\cos k\theta .$$

**Q.** You guessed a form and found solutions of that form. There might be others.

**A.** A five-dimensional space has room for five independent vectors, so it suffices to show that ours are orthonormal. Their overlaps are

$$\sum_{j=0}^{4}c_j^{(k)*}c_j^{(k')}=\frac15\sum_{j=0}^{4}r^j,\qquad r=e^{i(k'-k)\theta}.$$

If $k=k'$, then $r=1$ and the overlap is 1. If $k$ and $k'$ are different members of the list, then $r\ne1$ but $r^5=1$, and the geometric sum is $(1-r^5)/(1-r)=0$. The five vectors form a complete basis, so no level is missing.

**Q.** What are the cosines? I want to see the spacing, not only the formula.

**A.** With $r=e^{i\theta}$, the same sum shows that the fifth roots of unity add to zero. Its real part is

$$1+\cos\theta+\cos2\theta+\cos3\theta+\cos4\theta=0.$$

Since $3\theta=2\pi-2\theta$ and $4\theta=2\pi-\theta$, the last two cosines repeat the earlier ones:

$$1+2\cos\theta+2\cos2\theta=0.$$

Set $x=2\cos\theta$. The double-angle formula gives $2\cos2\theta=4\cos^2\theta-2=x^2-2$, and therefore

$$x^2+x-1=0.$$

The angle $\theta$ is $72^\circ$, so $x$ is positive:

$$2\cos\theta=\frac{\sqrt5-1}{2},\qquad 2\cos2\theta=-1-x=-\frac{\sqrt5+1}{2}.$$

Because $\beta<0$, a larger cosine means a lower energy. In ascending order the levels are

- $k=0$: $\alpha+2\beta$, one orbital;
- $k=\pm1$: $\alpha+0.618\beta$, two orbitals;
- $k=\pm2$: $\alpha-1.618\beta$, two orbitals.

For numbers, choose the round parameters $\alpha=0$, which sets the energy zero, and $\beta=-2.5$ eV. The levels are then $-5.000$, $-1.545$ and $+4.045$ eV. The first two lie below an isolated p orbital and are bonding; the last is antibonding.

**Q.** Complex orbitals with equal weight on every atom do not look like the orbitals chemists draw.

**A.** The states $k=1$ and $k=-1$ have the same energy, so any combination of them is also a solution. Their normalised sum and difference, apart from a constant phase in the difference, are

$$a_j=\sqrt{\tfrac25}\cos\theta j,\qquad b_j=\sqrt{\tfrac25}\sin\theta j.$$

The prefactor follows from $\sum_j\cos^2\theta j=\frac12\sum_j(1+\cos2\theta j)=\frac52$, because the sum of $\cos2\theta j$ vanishes. The sine has the same norm. The two are orthogonal because $\sum_j\cos\theta j\sin\theta j=\frac12\sum_j\sin2\theta j=0$.

**Q.** Now put in the electrons. Having an even number of them surely does not prove that a shell is closed.

**A.** It does not. The useful definition is that the lowest many-electron level contains one state, with a finite energy step above it. Without repulsion, the many-electron energy is the sum of the energies of the occupied spin orbitals. The determinants built from the ten spin orbitals form a complete set of states, so finding the ground level is a counting problem.

Two electrons fill $k=0$. The pair $k=\pm1$ supplies two orbitals times two spins, which is four places. If $m$ electrons enter the pair, the number of ground states is

$$g=\binom4m .$$

For six electrons $m=4$ and $g=1$. Any other determinant must move at least one electron from the lowest six places into the upper pair. The cheapest move starts from $k=\pm1$ and costs

$$E_2-E_1=-\frac{\sqrt5+1}{2}\beta-\frac{\sqrt5-1}{2}\beta=-\sqrt5\,\beta=\sqrt5\,|\beta| .$$

This is 5.59 eV for our parameters. The ground state is also a singlet: a higher total spin would require partner states of equal energy with other spin projections, and there are none.

**Q.** And the radical? One missing electron might merely leave an ordinary unpaired spin.

**A.** An unpaired spin in a nondegenerate orbital would give two states, spin up and spin down. Here $m=3$, so

$$g=\binom43=4 .$$

It is simplest to count the hole. It can be in either of two orbitals and have either of two spins. Two states have spin projection $+\frac12$ and two have $-\frac12$; together they form two doublets. The twofold choice of orbital, in addition to the spin, is what the incompletely filled pair means.

These counts were tested without assuming any filling of orbitals. The many-electron Hamiltonian was diagonalised in the site basis, and the numerical output lists one ground state for six electrons and four for five.

**Q.** Then take the cation. It has four electrons, an even number.

**A.** It shows why evenness is insufficient. With $m=2$ there are $\binom42=6$ ground states. One has both pair electrons spin up, one has both spin down, and four have zero total spin projection. One of those four completes a triplet; the other three are singlets. Deciding among them takes something not yet included, such as repulsion or a distortion of the ring.

**Q.** Is six special to the pentagon, then, or to rings in general?

**A.** The counting extends to a regular Hückel ring of $N$ sites with $\beta<0$. Its levels are $\alpha+2\beta\cos(2\pi k/N)$ by the same substitution. The level $k=0$ is single, and the levels with $0<k<N/2$ come in pairs $\pm k$; for even $N$ the highest level, $k=N/2$, is single again. The cosine falls steadily as its angle goes from 0 to $\pi$, so the pairs fill in order of $k$. Filling the lowest level and $n$ complete pairs takes

$$2+4n$$

electrons. For the pentagon these numbers are 2, 6 and 10. Two electrons would mean a triply charged cation, and ten would fill the antibonding pair as well. For the pentagon, six is the closed-shell number with all bonding orbitals full and all antibonding ones empty. Other ring sizes can give other numbers: two for $N=3$, ten for $N=9$.

**Q.** You leaned on the sign of $\beta$. Does the conclusion depend on it?

**A.** It does. If $\beta$ were positive, the order would be reversed: the pair $k=\pm2$ would be lowest, then $k=\pm1$, then $k=0$. Four of six electrons would fill the first pair and two would enter the next, giving $\binom42=6$ ground states. Diagonalisation with the sign reversed confirms that number. Six electrons close the shell because the single level lies at the bottom, and bonding between p orbitals puts it there.

**Q.** How much energy does the sixth electron bring?

**A.** Add the occupied levels. For six electrons,

$$E(6)=2(\alpha+2\beta)+4\left(\alpha+\frac{\sqrt5-1}{2}\beta\right)=6\alpha+2(\sqrt5+1)\beta .$$

For five,

$$E(5)=2(\alpha+2\beta)+3\left(\alpha+\frac{\sqrt5-1}{2}\beta\right)=5\alpha+\frac{3\sqrt5+5}{2}\beta .$$

The difference is

$$E(6)-E(5)=\alpha+\frac{4\sqrt5+4-3\sqrt5-5}{2}\beta=\alpha+\frac{\sqrt5-1}{2}\beta,$$

the energy of the place just filled. With our parameters, $E(6)=-16.18$ eV, $E(5)=-14.64$ eV and the difference is $-1.545$ eV.

This is not a predicted electron affinity. The value refers to the arbitrary choice $\alpha=0$, and the extra electron's repulsion from the other five is missing. What it does show is that the sixth electron enters a bonding orbital, below $\alpha$.

**Q.** Does closing the shell change anything I could picture, such as the charge distribution?

**A.** In the anion, the three occupied orbitals each have weight $\frac15$ on every atom and hold two electrons, so each site has population

$$q_j=2\times3\times\frac15=\frac65 .$$

The π bond order is the sum over occupied orbitals of the product of neighbouring coefficients, weighted by occupation. For complex orbitals the first coefficient is conjugated, so the product is $c_j^{(k)*}c_{j+1}^{(k)}=\frac15e^{ik\theta}$, and the phases of $k=1$ and $k=-1$ combine into a cosine:

$$p=\frac25\left(1+e^{i\theta}+e^{-i\theta}\right)=\frac25(1+2\cos\theta)=\frac{\sqrt5+1}{5}=0.647 .$$

All five bonds are equal. As a check, the energy is $\alpha\sum_jq_j+2\beta\sum_jp=6\alpha+10p\beta$, which reproduces $E(6)$. The factor 2 arises because each coupling appears twice in the symmetric Hamiltonian.

For the radical, remove one electron from the anion. If the hole is in the sine orbital,

$$q_j=\frac65-\frac25\sin^2\theta j,$$

which gives 1.200, 0.838, 1.062, 1.062 and 0.838 for $j=0,\dots,4$. If it is in the cosine orbital, the values are 0.800, 1.162, 0.938, 0.938 and 1.162. Each set adds to five.

**Q.** So the charge of a regular radical must be uneven?

**A.** No. A hole in the complex orbital $k=1$ removes $\frac15$ from each site and leaves one electron everywhere. A statistical mixture, with the sine-hole and cosine-hole states each having probability one half, also has an even density. The degenerate level permits all these choices, and the regular pentagon does not select one. A small distortion that splits the pair does.

**Q.** Why should the molecule distort at all?

**A.** Suppose that small changes in bond length modify the coupling between sites $j$ and $j+1$ to

$$\beta_j=\beta(1+\varepsilon\cos2\varphi_j),\qquad \varphi_j=\theta\left(j+\tfrac12\right).$$

The first-order energy of a real orbital changes by $2\sum_j(\beta_j-\beta)c_jc_{j+1}$. For the cosine orbital, the product formula gives

$$a_ja_{j+1}=\frac25\cos\theta j\cos\theta(j+1)=\frac15\left(\cos\theta+\cos2\varphi_j\right),$$

because $\theta j+\theta(j+1)=2\varphi_j$. Its energy changes by

$$\frac25\beta\varepsilon\left(\cos\theta\sum_j\cos2\varphi_j+\sum_j\cos^22\varphi_j\right)=\frac25\beta\varepsilon\left(0+\frac52\right)=\beta\varepsilon .$$

The first sum is the real part of a geometric sum with ratio $e^{2i\theta}$, and so vanishes. The second is $\frac12\sum_j(1+\cos4\varphi_j)=\frac52$ for the same reason.

For the sine orbital, $b_jb_{j+1}=\frac15(\cos\theta-\cos2\varphi_j)$, so the change is $-\beta\varepsilon$.

**Q.** In a degenerate pair you must also check that the distortion does not mix the two orbitals.

**A.** The mixing element is

$$\sum_j(\beta_j-\beta)(a_jb_{j+1}+b_ja_{j+1})=\frac25\beta\varepsilon\sum_j\cos2\varphi_j\sin2\varphi_j=\frac15\beta\varepsilon\sum_j\sin4\varphi_j=0,$$

where $\cos\theta j\sin\theta(j+1)+\sin\theta j\cos\theta(j+1)=\sin2\varphi_j$. The two orbitals are therefore the right ones for first-order theory, and the pair splits by $2|\beta\varepsilon|$.

The $k=0$ orbital does not shift at this order, since its neighbouring products are all $\frac15$ and the coupling changes add to zero. In the radical, two electrons occupy the lowered member of the pair and one the raised member:

$$\Delta E_{\text{radical}}\approx-2|\beta\varepsilon|+|\beta\varepsilon|=-|\beta\varepsilon| .$$

Reversing $\varepsilon$ exchanges the two orbitals but still lowers the energy. In the anion, both members hold two electrons and the linear changes cancel.

**Q.** Put a size on it. First-order arguments can hide a large remainder.

**A.** For $\varepsilon=0.02$, the predicted splitting is $2\times2.5\times0.02=0.100$ eV. Diagonalisation gives levels at $-1.595$ and $-1.495$ eV, which agree with that splitting. The radical energy changes by $-0.051$ eV, against $-0.050$ eV at first order; the difference is about 2% of the diagonalised change.

The anion changes by only $-0.00128$ eV. In a separate test at smaller $\varepsilon$, doubling the distortion multiplied its energy change by 4.000, as a quadratic term requires.

**Q.** But the anion's energy also falls. Why does it not distort too?

**A.** The π energy is only part of the total: the σ framework resists. Its energy has no linear term for this distortion. Rotating the pattern through the five positions leaves the σ energy unchanged, while the five rotated patterns add to zero; five equal linear terms with zero sum must each vanish. The framework's leading cost is therefore quadratic, say $A\varepsilon^2$ with $A>0$.

For the anion, two quadratic terms compete. The calculated π gain corresponds to $0.00128/0.02^2=3.2$ eV times $\varepsilon^2$, so the regular pentagon is stable against this distortion if $A$ exceeds about 3.2 eV. This threshold belongs to the coupling pattern exactly as written. A second-order coefficient also depends on the curvature of $\beta$ against bond length: with $\beta_j=\beta\,e^{\varepsilon\cos2\varphi_j}$ the mean coupling grows by the fraction $\varepsilon^2/4$, which adds $|E(6)|/4=4.0$ eV and raises the coefficient to 7.2 eV. The Hückel model supplies neither that curvature nor $A$.

For the radical, the linear gain $|\beta\varepsilon|$ exceeds any finite quadratic cost when $\varepsilon$ is small enough. The regular pentagon therefore cannot be its energy minimum in this model. This is the Jahn–Teller instability. Its final size depends on $A$, and the argument treats the nuclei as fixed, without their quantum motion.

**Q.** You have ignored electron repulsion throughout. Could it undo the distinction between one state and four?

**A.** It changes the energies, and a calculation without repulsion cannot rule out that it also reorders the states. As a limited check, a repulsion $U=2.5$ eV, equal to $|\beta|$, was added whenever two electrons shared a site. Diagonalisation again gave one ground state for six electrons and four for five. That supports the counts at this strength, not at every strength or for long-range repulsion.

**Q.** When the ring binds to a metal, does the closed shell mean that it really carries a charge of $-1$?

**A.** No. Counting the ligand as a six-electron anion assigns the three bonding π orbitals, fully occupied, to the ring. In a complex these orbitals mix with metal orbitals, and the electrons are shared. That mixing is absent from our Hamiltonian, so the model gives no actual charge on the ligand. It explains why the six-electron ring is a natural starting point for the count: in the regular pentagon the free anion has no partly filled level, whereas the free radical has a hole in a degenerate pair.

## Computed values

```
site energy alpha: 0.0 eV
coupling beta: -2.5 eV
level k = 0: -5.0000 eV, (E-alpha)/beta = 2.0000
level k = +-1 (pair): -1.5451 eV, (E-alpha)/beta = 0.6180
level k = +-2 (pair): 4.0451 eV, (E-alpha)/beta = -1.6180
total energy, 6 electrons: -16.1803 eV = 6.4721 beta
total energy, 5 electrons: -14.6353 eV = 5.8541 beta
E(6) - E(5): -1.5451 eV
gap above 6-electron ground state: 5.5902 eV = 2.2361 |beta|
ground states by 2Sz, 6 electrons: {0: 1}
ground states by 2Sz, 5 electrons: {-1: 2, 1: 2}
ground states by 2Sz, 4 electrons: {-2: 1, 0: 4, 2: 1}
number of ground states, 6 electrons, beta > 0: 6
on-site repulsion U used in the check: 2.5 eV
ground states by 2Sz with U, 6 electrons: {0: 1}
ground states by 2Sz with U, 5 electrons: {-1: 2, 1: 2}
anion population per site: 1.2000 electrons
anion bond order: 0.6472
radical populations j=0..4, hole in sine orbital: 1.200 0.838 1.062 1.062 0.838
radical populations j=0..4, hole in cosine orbital: 0.800 1.162 0.938 0.938 1.162
distortion epsilon: 0.02
distorted couplings j=0..4 (eV): -2.5155 -2.4595 -2.5500 -2.4595 -2.5155
pair after distortion: -1.5954 and -1.4954 eV
pair splitting, diagonalised: 0.1000 eV
pair splitting, first order: 0.1000 eV
radical energy change, diagonalised: -0.0510 eV
radical energy change, first order: -0.0500 eV
anion energy change, diagonalised: -0.00128 eV
anion energy change ratio when epsilon doubles: 4.000
```
